How many electrons occupy the Q valleys of a few-layer film?

**Question**

I am stuck on an exercise about a few-layer semiconductor film. The conduction band has two K valleys and six Q valleys, and the Q minima lie 50 meV above the K minima. The effective masses are equal, the electrons are nondegenerate, and the temperature is 300 K. I am asked to show that about 30 percent of the electrons are in the Q valleys.

The Boltzmann factor for 50 meV is about 0.14, so my first answer was 14 percent. Then I remembered that there are three times as many Q valleys, multiplied by three, and got 43 percent. Neither is 30. What am I doing wrong? And does "equal masses" matter if the Q valleys are elliptical? I would also like to know how far to trust the answer for a real film such as MoS₂.

**Answer**

Both of your numbers are correct, but they answer other questions. The 0.14 compares the occupation of one state at the Q edge with that of one state at the K edge. The 0.43 compares all Q electrons with all K electrons. The exercise asks for Q electrons divided by the total. If R is the ratio n_Q/n_K, the share is

f = n_Q/(n_K + n_Q) = R/(1 + R).

With R = 0.434 this gives 0.434/1.434 = 0.30. What remains is to show why R has the form you used, and what it assumes.

**Counting the states in one valley**

Measure energy from the K edge, so that E_K = 0 and E_Q = δ = 50 meV. Near the minimum of a valley of type i, take a parabolic band with principal masses m_x and m_y:

E = E_i + (ħ²/2)(k_x²/m_x + k_y²/m_y),

where k is measured from the minimum. Assume one subband per valley with two spin states. This assumption is hidden in the wording of the exercise, and it matters for the real film discussed below.

Per unit area of film there are 2/(2π)² states per unit area of k space, the 2 being for spin. To make the ellipse a circle, define

m = √(m_x m_y), k_x = q_x √(m_x/m), k_y = q_y √(m_y/m).

Then E − E_i = ħ²q²/(2m). The area element changes by the factor √(m_x m_y)/m, which is 1 by the choice of m, so dk_x dk_y = dq_x dq_y = 2πq dq. Differentiating the energy gives dE = ħ²q dq/m, or q dq = m dE/ħ². The number of states per unit area and energy is therefore

D = [2/(4π²)] · 2π · m/ħ² = m/(πħ²).

It does not depend on energy, and it contains the masses through their geometric mean. This answers your question about ellipses: "equal masses" must mean equal values of √(m_x m_y).

Suppose the K valleys are circular with mass 0.5 m₀, where m₀ is the free-electron mass. Elliptical Q valleys with masses 1.0 m₀ and 0.25 m₀ have √(1.0 × 0.25) = 0.5, and the share in Q is still 30 percent. With 0.8 m₀ and 0.2 m₀ the arithmetic mean is 0.5, but the geometric mean is 0.4. There are then fewer Q states per unit energy, and the share falls to 26 percent.

**Filling the states**

Let g_i be the number of valleys of type i and E_F the Fermi level. The density of electrons in these valleys is

n_i = g_i (m_i/πħ²) ∫ dE / {1 + exp[(E − E_F)/kT]},

with E running from E_i to infinity. From here on, k in the product kT is Boltzmann's constant. Multiply numerator and denominator of the integrand by exp[(E_F − E)/kT]. The integrand becomes

exp[(E_F − E)/kT] / {1 + exp[(E_F − E)/kT]} = −kT (d/dE) ln{1 + exp[(E_F − E)/kT]}.

The logarithm vanishes at the upper limit, so the lower limit gives

n_i = N_i ln{1 + exp[(E_F − E_i)/kT]}, N_i = g_i m_i kT/(πħ²).

"Nondegenerate" means that E_F lies several kT below both edges. The exponential is then small, and ln(1 + y) ≈ y:

n_i ≈ N_i exp[(E_F − E_i)/kT].

Both valley types share one Fermi level because they are in equilibrium. It cancels when the two densities are divided:

R = n_Q/n_K = [g_Q m_Q/(g_K m_K)] exp(−δ/kT).

For equal masses, g_Q/g_K = 6/2 = 3 and

R = 3 exp(−δ/kT), f = 3 exp(−δ/kT) / [1 + 3 exp(−δ/kT)].

**The numbers**

At 300 K, kT = 25.85 meV. Hence

δ/kT = 50/25.85 = 1.934,

exp(−1.934) = 0.1446,

R = 3 × 0.1446 = 0.434,

f = 0.434/1.434 = 0.30.

About 30 percent of the electrons are in Q and 70 percent in K. Each Q valley holds about 5 percent and each K valley about 35 percent. A single Q valley is thus much emptier than a single K valley, but there are six of them.

**Why six and two?**

The band energies, with both spins taken together, have sixfold rotational symmetry in k space. (Without an inversion centre, a single spin band has only threefold symmetry, and time reversal supplies the rest.) A Q minimum lies inside the hexagonal Brillouin zone, on a line from its centre to a corner. Rotation by 60° produces six such points, and no two of them differ by a reciprocal-lattice vector, so they are six separate valleys.

The K minima lie at the corners. Take reciprocal-lattice vectors b₁ and b₂ at 60° to each other. One corner is (b₁ + b₂)/3. Rotation by 60° sends b₁ to b₂ and b₂ to b₂ − b₁, so the next corner is (2b₂ − b₁)/3, and the one after that is (b₂ − 2b₁)/3. The first and third differ by

(b₁ + b₂)/3 − (b₂ − 2b₁)/3 = b₁,

which is a reciprocal-lattice vector, so they label the same states. The first and second differ by (2b₁ − b₂)/3, which is not. The six corners therefore represent two distinct valleys.

**How the share responds to offset and temperature**

The two populations are equal when R = 1, that is, when

δ = kT ln 3 = 28.4 meV at 300 K.

So K can have the lower edge and still hold fewer than half the electrons. This happens for offsets between zero and 28.4 meV, because the larger number of Q states outweighs the energy cost.

For small changes, use df/dR = 1/(1 + R)². Since dR/dδ = −R/kT, and R/(1 + R)² = f(1 − f),

df/dδ = −f(1 − f)/kT.

At 50 meV this is −0.82 percentage points per meV. A finite error in the offset is better put into the full formula: at 300 K, δ = 25 meV gives 53 percent and δ = 75 meV gives 14 percent.

For temperature at fixed δ, dR/dT = Rδ/(kT²), so

df/dT = f(1 − f) δ/(kT²),

or 0.14 percentage points per kelvin at 300 K. At 400 K the full formula gives 41 percent. In the formal high-temperature limit of this nondegenerate model, the exponential tends to 1, R tends to 3, and f tends to 3/4. The energy difference no longer matters, and the share is set by the number of states.

**When is the film nondegenerate?**

This depends on the electron density, which the exercise does not give. Take a density-of-states mass of 0.5 m₀ for both valley types and n = 10¹² cm⁻². The formula above gives N_K = 1.08 × 10¹³ cm⁻² at 300 K. The nondegenerate result puts 3.0 × 10¹¹ cm⁻² in Q and 7.0 × 10¹¹ cm⁻² in K.

To find the first correction, write y = exp(E_F/kT) and b = exp(−δ/kT). For equal masses N_Q = 3N_K, so

n_K = N_K ln(1 + y), n_Q = 3N_K ln(1 + by).

Keep one more term of the logarithm, ln(1 + y) ≈ y(1 − y/2). Then

n_Q/n_K ≈ 3b (1 − by/2)/(1 − y/2) ≈ R [1 + y(1 − b)/2],

where R = 3b is still the nondegenerate ratio. In the correction term it is enough to know y to leading order. From n ≈ N_K y(1 + 3b),

y ≈ x = n/[N_K(1 + R)] = 10¹²/(1.08 × 10¹³ × 1.434) = 0.065.

The ratio has risen by Rx(1 − b)/2. Multiplying by df/dR = 1/(1 + R)² gives

Δf = f(1 − f) x(1 − b)/2

= 0.3025 × 0.6975 × 0.0646 × 0.8554/2 = 0.0058.

The sign is positive because the K states are the fuller ones. The Pauli principle limits further filling there first, which shifts the balance towards Q. The correction is 0.6 percentage points, and the full Fermi statistics give 30.8 percent instead of 30.2. The Fermi level is then 70 meV, or 2.7 kT, below the K edge, and the nondegenerate formula is good enough.

At 10¹³ cm⁻² the Fermi level has risen to 5 meV below the K edge. The electrons are no longer nondegenerate, and the share in Q is 36 percent.

The opposite limit, zero temperature, shows what the density does by itself. States are filled up to E_F and no further. Below δ, the Q valleys are empty. They begin to fill when the K valleys hold

n = g_K m δ/(πħ²) = N_K δ/kT = 1.08 × 10¹³ × 1.934 ≈ 2.1 × 10¹³ cm⁻².

Here N_K and kT are both the 300 K values; their ratio does not depend on temperature. For E_F > δ, the densities are proportional to E_F in K and to 3(E_F − δ) in Q, so

f = 3(E_F − δ)/[E_F + 3(E_F − δ)].

This rises from zero at E_F = δ towards 3/4 when E_F is much larger than δ, as long as the parabolic bands still apply. At 10¹³ cm⁻² the Q valleys would therefore be empty at zero temperature. The 36 percent found there at 300 K is due to thermal excitation.

**What changes in a real layered film**

The assumption to look at is "one subband with two spin states per valley". Consider a bilayer with 2H stacking, in which one layer is rotated by 180° relative to the other. Each valley then has four states at its edge: two layers times two spins. For a given spin, spin–orbit coupling puts the two layers at +Δ/2 and −Δ/2, and hopping between the layers couples them with strength t. The energies are the eigenvalues of a 2 × 2 matrix with diagonal elements ±Δ/2 and off-diagonal elements t:

E = ±√(t² + Δ²/4).

The other spin has the signs of Δ/2 exchanged and gives the same two energies. Each valley thus has a lower pair and an upper pair of states, separated by 2√(t² + Δ²/4).

For Q, the layers are strongly coupled. With round values t = 200 meV and Δ = 70 meV, the upper pair lies 406 meV above the lower one. That is almost 16 kT, so the upper pair is practically empty and your counting holds. For the K conduction states, the coupling between layers is very weak. Setting t = 0 leaves a separation of only Δ, which from here on is the spin splitting at K, not the 70 meV used for Q. Unless this Δ is many times kT, the second K pair is populated too. It multiplies the K population by 1 + exp(−Δ/kT), and for equal masses

R = 3 exp(−δ/kT) / [1 + exp(−Δ/kT)],

where δ is still the distance between the lowest K and lowest Q edges. For a K splitting of 3 meV, the share in Q drops from 30 to 19 percent. For 30 meV it is 25 percent. The simple answer returns when Δ is many times kT. These shares are nondegenerate values for two layers. If the K states remain uncoupled in a thicker film, each further layer adds another K pair near the edge, and at fixed δ the share in Q falls further.

For bilayer MoS₂, a K mass near 0.5 m₀ and densities of 10¹² to 10¹³ cm⁻² are reasonable rough values, and a K splitting of a few meV is the relevant case as long as the two layers are equivalent. If the electrons are induced by a gate on one side, the field puts the layers at different potentials, roughly 10 meV apart at 10¹² cm⁻² and tens of meV at 10¹³ cm⁻². The separation of the two K pairs and the offset δ then both depend on the gate, and the numbers below do not apply directly. The Q mass is likely to be larger than the K mass. Taking it 1.5 times larger (an illustrative factor, not a computed one), with everything else as in the original exercise, raises the share to 39 percent. Combining this heavier mass with the second K pair at 3 meV gives 26 percent in the nondegenerate limit, because the two changes act in opposite directions. That this lands near 30 percent is a result of the chosen numbers, not a general cancellation.

The least certain input is the offset. Calculated values for such films differ by tens of meV, and the order of K and Q can change with the number of layers, so 50 meV should be read as the exercise's value and not as a property of MoS₂. As shown above, a 25 meV change in either direction moves the simple result to 53 or 14 percent. At 10¹² cm⁻² this is far more than the 0.6 points from degeneracy.

Finally, 30 percent is a share of the electrons, not of the current. The conductivity is e(n_K μ_K + n_Q μ_Q), where μ is the mobility, so the Q valleys carry 30 percent of the current only if the two mobilities are equal. The numerical output below lists the main values used here.

Numbers as computed

```
Temperature: 300 K
Q-K offset delta: 50 meV
Number of K valleys: 2 (count)
Number of Q valleys: 6 (count)
Thermal energy kT: 25.85 meV
delta/kT: 1.934 (dimensionless)
Boltzmann factor: 0.1446 (dimensionless)
Population ratio Q/K: 0.4337 (dimensionless)
Share in Q, nondegenerate: 30.25 percent
Share in K, nondegenerate: 69.75 percent
k-sum share, Q masses 1.0 and 0.25 m0: 30.25 percent
k-sum share, Q masses 0.8 and 0.2 m0: 25.76 percent
Offset for equal shares: 28.40 meV
Slope with offset: -0.816 percentage points per meV
Slope with temperature: 0.136 percentage points per K
Density-of-states mass: 0.5 m0
Total density in example: 1.00e+12 cm^-2
Density in K, nondegenerate: 6.975e+11 cm^-2
Density in Q, nondegenerate: 3.025e+11 cm^-2
Effective density N_K: 1.080e+13 cm^-2
Filling parameter x: 0.0646 (dimensionless)
First degeneracy correction: 0.58 percentage points
Fermi level at 1e12 cm^-2, from K edge: -70.2 meV
Full-statistics Q share at 1e12 cm^-2: 30.83 percent
Fermi level at 1e13 cm^-2, from K edge: -5.4 meV
Full-statistics Q share at 1e13 cm^-2: 35.89 percent
Mass ratio Q/K in heavy-Q case: 1.5 (dimensionless)
Q share, heavy-Q case: 39.41 percent
Q share, offset 25 meV: 53.28 percent
Q share, offset 75 meV: 14.15 percent
Q share at 400 K: 41.29 percent
Bilayer Q interlayer coupling: 200 meV
Bilayer Q spin splitting parameter: 70 meV
Bilayer upper Q pair above lower pair: 406.1 meV
Bilayer Q share, K splitting 3 meV: 18.66 percent
Bilayer Q share, K splitting 30 meV: 24.82 percent
Bilayer Q share, K splitting 3 meV and heavy Q: 25.60 percent
```
